\section*{Why dense electrons lower the lattice thermal conductivity of silicon}

\section{The form of the damping follows from dimensions and symmetry}

A conduction electron in Si feels a sound wave as a shift of its band edge, equal to a deformation potential $D$ (an energy) times the strain. A golden-rule damping rate is proportional to $D^2$ and, since a heavy lattice moves less per quantum, to $1/\rho$, where $\rho$ is the mass density. In atomic units, with $\hbar=k_B=1$, an energy has dimension $\mathsf T^{-1}$ and a mass $\mathsf T\,\mathsf L^{-2}$, so $D^2/\rho$ has dimension $\mathsf T^{-3}\mathsf L^{5}$. A rate must be built with the electron mass $m$ and the phonon wavenumber $q$. Since $m^\alpha q^\beta$ has dimension $\mathsf T^{\alpha}\mathsf L^{-2\alpha-\beta}$, we need $\alpha=2$ and $\beta=1$:
\begin{equation}
\frac1\tau=\frac{D^2m^2q}{\rho}\,F ,
\label{dim}
\end{equation}
where $F$ depends on dimensionless ratios alone. For degenerate electrons $F$ is a constant below $q=2k_F$ and vanishes above, as shown below.

Symmetry adds a second fact. Si has six equivalent conduction valleys, two on each cubic axis. A strain that shifts all of them equally acts as a common potential, which mobile electrons screen. A strain that shifts them differently cannot be cancelled by a common potential. Dense electrons therefore do not screen away their own effect on phonons.

The rate in (\ref{dim}) grows as $q$. If the anharmonic rate grows as $q^2$, electrons win at small $q$, where phonons live long and carry much heat. In the bulk model below, $10^{21}$ electrons per cm$^3$ lower the lattice conductivity at 300 K by about a third. Dopants lower it further, so a measured fall is not due to electrons alone.

\section{Why: the damping rate}

\subsection{One spherical valley}

Let the electrons be in equilibrium at temperature $T$ and chemical potential $\mu$. The displacement amplitude of one phonon quantum in volume $V$ is $(2\rho V\omega)^{-1/2}$. Strain brings a factor $q$, so the squared matrix element is $|M|^2=D^2q^2/(2\rho V\omega)$. Absorption takes an electron from energy $E$, occupation $f$, to $E'=E+\omega$, occupation $f'$; emission does the reverse. For phonon number $N$ the net absorption factor is
\begin{align}
&f(1-f')N-f'(1-f)(N+1)\nonumber\\
&\qquad=(f-f')N-f'(1-f),
\end{align}
because the terms $\mp ff'N$ cancel. For Fermi functions $f(1-f')=e^{\omega/T}f'(1-f)$. Hence
\begin{equation}
f-f'=f(1-f')-f'(1-f)=f'(1-f)\,(e^{\omega/T}-1),
\end{equation}
so $f'(1-f)=N_0(f-f')$ with the Bose number $N_0$. The factor is $(N-N_0)(f-f')$, and the excess decays at the rate
\begin{equation}
\frac1\tau=2\pi|M|^2\,2\sum_{\mathbf k}(f-f')\,\delta(E'-E-\omega),
\end{equation}
where the second 2 counts spin.

With $c$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, $E'-E=kqc/m+q^2/2m$. Integrating the delta function over $c$ gives $m/(kq)$, provided that $|c|\le1$, that is $k\ge|q/2-m\omega/q|$. Using $\sum_{\mathbf k}\to V(2\pi)^{-2}\int k^2dk\,dc$ and $k\,dk=m\,dE$,
\begin{align}
\sum_{\mathbf k}(f-f')\,\delta
&=\frac{Vm^2}{4\pi^2q}\int_{E_0}^{\infty}\![f(E)-f(E+\omega)]\,dE
=\frac{Vm^2W}{4\pi^2q},\\
E_0&=\frac{(q/2-m\omega/q)^2}{2m}.
\end{align}
Shifting the variable in the second term leaves
\begin{equation}
W=\int_{E_0}^{E_0+\omega}\!f\,dE
=T\ln\frac{1+e^{(\mu-E_0)/T}}{1+e^{(\mu-E_0-\omega)/T}} .
\end{equation}
Collecting factors, $4\pi\cdot\frac{D^2q^2}{2\rho V\omega}\cdot\frac{Vm^2W}{4\pi^2q}$ gives
\begin{equation}
\frac1\tau=\frac{D^2m^2q}{2\pi\rho}\,\frac{W}{\omega}.
\label{rate}
\end{equation}

Two limits show its content. For cold, degenerate electrons the window lies in the filled sea when $q<2k_F$, so $W=\omega$ and $F=1/2\pi$. Beyond $2k_F$ no occupied state can conserve both energy and momentum, and $W\to0$. The small shift $m\omega/q$ of this edge is neglected here because sound is much slower than the electrons.

For $\omega\ll T$ at any density, $W/\omega\to f(E_0)$: the rate is its degenerate value times the occupation of the slowest electron that can take part. For dilute electrons this is $e^{(\mu-E_0)/T}$. Six valleys and two spins give
\begin{equation}
n=12\int\!\frac{d^3k}{(2\pi)^3}\,e^{(\mu-k^2/2m)/T}
=12\,e^{\mu/T}\left(\frac{mT}{2\pi}\right)^{3/2},
\end{equation}
so the damping starts in proportion to $n$. At fixed $q$ it saturates once $f(E_0)$ reaches one. Further electrons then act by extending the damping to larger $q$.

\subsection{Ellipsoidal valleys}

For masses $m_i$ along the valley axes, put $k_i=\sqrt{m_i/m}\,k'_i$ with $m^3=m_1m_2m_3$. The Jacobian is one and the energy becomes $k'^2/2m$. The cross term $k_iq_i/m_i$ becomes $k'_iq'_i/m$ with $q'_i=q_i\sqrt{m/m_i}$. Thus $|\mathbf q'|=sq$, where $s^2=m\sum_i\hat q_i^2/m_i$. The energy condition contains $sq$, while the strain still contains $q$. Equation (\ref{rate}) is therefore divided by $s$, and the cutoff moves to $2k_F/s$.

Direct sums over electron states, with the delta function replaced by a narrow Gaussian, test both results. At a phonon energy of 15 meV they agree with the formulas to 0.002\% for the sphere, at $q=k_F$ and $2k_F$, and to 0.001\% for an ellipsoid at $q=k_F$.

\subsection{Screening and valley differences}

Let $D_v$ be the shift of valley $v$ per unit strain amplitude and $\phi$ the common screening potential. In static long-wavelength response each valley changes its density by $-P(D_v+\phi)$. Poisson's equation gives $\phi=(4\pi/\epsilon q^2)\sum_v\delta n_v$. With $\bar D$ the valley average and $k_s^2=4\pi\cdot6P/\epsilon$,
\begin{equation}
\phi=-\frac{k_s^2}{q^2}(\bar D+\phi)
\quad\Rightarrow\quad
D_v+\phi=D_v-\bar D+\frac{\bar D}{1+k_s^2/q^2}.
\label{screen}
\end{equation}
Only the average is reduced. The main calculation drops the last term and keeps the differences; the dropped term is sized later.

Write $\mathbf e$ for the polarization and $\Xi$ for the shear deformation potential. A valley on axis $a$ has $D_v-\bar D=\Xi(\hat q_ae_a-\hat{\mathbf q}\cdot\mathbf e/3)$. Squaring, and counting two valleys per axis,
\begin{equation}
S=\sum_v(D_v-\bar D)^2
=2\Xi^2\Big[\sum_a\hat q_a^2e_a^2-\tfrac13(\hat{\mathbf q}\cdot\mathbf e)^2\Big].
\end{equation}
For longitudinal (LA) waves $\mathbf e=\hat{\mathbf q}$. The directional mean of $\hat q_a^4$ is $1/5$, so $\bar S_{LA}=2\Xi^2(3/5-1/3)=8\Xi^2/15$. For the two transverse (TA) waves $\sum e_a^2=1-\hat q_a^2$, so together they have $2\Xi^2(1-3/5)$, and each has $\bar S_{TA}=2\Xi^2/5$.

Along [111] the LA value is zero, because that strain treats all valleys alike. The rates must therefore be kept direction by direction. Degenerate TA waves are combined so that their $2\times2$ damping matrix is diagonal.

\section{From damping to heat flow}

In the relaxation-time approximation each mode contributes $v_x^2C\tau$ to the conductivity. Cubic symmetry replaces $v_x^2$ by $v^2/3$, and $4\pi/[3(2\pi)^3]=1/6\pi^2$, so
\begin{equation}
\kappa=\sum_\lambda\int_0^{q_D}\!\frac{q^2dq}{6\pi^2}\,C\,v^2\,\langle\tau\rangle,
\qquad \frac1\tau=A\omega^2+\frac1{\tau_e}.
\label{kappa}
\end{equation}
Here $C=(x/\sinh x)^2$ with $x=\omega/2T$, $1/\tau_e$ is the electron rate, and the brackets average over directions. The dispersion is $\omega=(2v_sq_D/\pi)\sin(\pi q/2q_D)$. The constant $A$ stands for all scattering in undoped Si and is fixed by a rough undoped conductivity.

A simpler case can be done by hand. Take linear dispersion, $C=1$, an anharmonic rate $aq^2$, and a directionally averaged electron rate $bq$ below $2k_F$, with $b=\bar Sm^2/2\pi\rho$. Let $q_b=b/a$ be the wavenumber where the two are equal. The fraction of heat flow lost by a branch is
\begin{align}
\frac{\Delta\kappa}{\kappa_0}
&=\frac1{q_D}\int_0^{2k_F}\!\Big(1-\frac{aq^2}{aq^2+bq}\Big)dq
=\frac1{q_D}\int_0^{2k_F}\!\frac{q_b\,dq}{q+q_b}\nonumber\\
&=\frac{q_b}{q_D}\ln\!\Big(1+\frac{2k_F}{q_b}\Big).
\label{closed}
\end{align}
For very strong coupling this tends to $2k_F/q_D$: electrons can remove no more than the heat carried within their reach. For weak coupling it falls to zero with $q_b$. A large effect needs both strong damping and a wide Fermi sphere.

\section{How large: a Si-like example}

The inputs are rough typical values: valley masses 0.92 and 0.19 $m_e$, $\Xi=9$ eV, sound speeds 9.0 (LA) and 5.4 km/s (TA), lattice constant 0.543 nm and undoped conductivity 140 W/(m K).

\subsection{Reach and lifetimes}

A density of $10^{21}$ cm$^{-3}$ is 1 nm$^{-3}$, with one sixth in each valley. Hence $k_F=(3\pi^2/6)^{1/3}=1.70$ nm$^{-1}$, and electrons reach phonons up to 3.41 nm$^{-1}$, against $q_D=11.4$ nm$^{-1}$. With $m=0.321\,m_e$ and $\hbar^2/2m_e=0.0381$ eV nm$^2$, the Fermi energy is $0.0381\times1.70^2/0.321=0.34$ eV, well above $k_BT=0.026$ eV.

The LA coupling is $\bar S=\frac8{15}\times81=43.2$ eV$^2$. At $q=1$ nm$^{-1}$, restoring $\hbar$,
\begin{equation}
\frac1{\tau_e}=\frac{\bar Sm^2q}{2\pi\rho\hbar^3}
\approx5.5\times10^{9}\ \mathrm{s^{-1}},
\end{equation}
a lifetime of 181 ps, against an anharmonic 401 ps. Together they leave $(1/181+1/401)^{-1}\approx125$ ps. For TA waves the pair is 241 and 1120 ps. At this wavenumber electrons are the stronger scatterers in both branches.

\subsection{Conductivity}

In the classical estimate $q_b=1.2$ (LA) and 2.5 nm$^{-1}$ (TA). Equation (\ref{closed}) gives $\frac{1.2}{11.4}\ln(1+\frac{3.41}{1.2})=14\%$ and, likewise, 19\%. The three branches carry equal undoped heat in that limit, so the mean loss is 17\%.

The full integral gives 94.6 instead of 140 W/(m K), a drop of 32\%. Two features left out of the estimate raise it. First, bending dispersion and the quantum heat capacity reduce the heat carried at large $q$, so 52\% of the undoped heat lies below $2k_F$, instead of $3.41/11.4=30\%$. Second, fewer effective carriers must still give 140 W/(m K), so the fitted anharmonic rate is weaker. The lifetimes at 1 nm$^{-1}$ imply a crossing near $401/181=2.2$ nm$^{-1}$ for LA waves. A third feature partly offsets these two: waves in weakly coupled directions keep long lifetimes, which a directionally averaged rate hides. With the averaged rate, the first feature brings the drop to 33\% and the second to 40\%; resolving directions returns it to 32\%.

The LA branch loses 15.0 of 45.4 W/(m K), and the TA branches together lose 30.4 of 94.6. The fractions are nearly equal, but most of the lost heat was transverse. An explicit sum over a three-dimensional phonon mesh reproduces the LA conductivity to 0.14\%, and doubling the integration meshes moves $\kappa$ by 0.002 W/(m K).

At $10^{19}$, $10^{20}$ and $10^{21}$ cm$^{-3}$ the model gives 126, 112 and 95 W/(m K). Above about $10^{20}$ cm$^{-3}$ the fall is gradual because $k_F$ grows only as $n^{1/3}$ and the damping at small $q$ is nearly saturated: the band-edge occupation is already 0.93 at $10^{20}$ cm$^{-3}$. At $10^{19}$ cm$^{-3}$ it is only 0.29, the electrons are not degenerate, and $2k_F=0.73$ nm$^{-1}$ is not a sharp cutoff. This value is the least secure: half of the loss lies below 0.5 nm$^{-1}$, and a third to a half of it below the inverse electron mean free path, where the golden rule is unsafe.

\subsection{What moves the number}

The largest uncertainty sized here is how undoped heat is spread over phonons. Replacing $\omega^2$ by $\omega^{1.5}$ or $\omega^{2.5}$, with the undoped conductivity held at 140 W/(m K), changes the drop to 21\% or 52\%. A higher power puts more heat into the long waves that electrons damp. The sign survives, but this change alone moves the size by a factor of about 1.6 either way.

Other changes, made one at a time, are smaller:
\begin{itemize}
\item A deformation potential $\Xi$ of 8 or 10 eV, instead of 9 eV, gives 30\% or 34\%.
\item Spherical valleys give 31.6\% instead of 32.4\%.
\item A band nonparabolicity of 0.5 eV$^{-1}$, entered as a larger squared density-of-states mass at fixed $k_F$, gives 37\%. The change of Bloch overlap is left out.
\item Keeping the average shift in (\ref{screen}), with $\bar D=4$ eV for LA waves, gives 35\%. With $k_s=2.59$ nm$^{-1}$, the long-wavelength formula leaves 63\% of this shift at $2k_F$. The weaker electron response at finite $q$ leaves more, so screening is incomplete there.
\item For a rough mobility of 70 cm$^2$/Vs the electron mean free path is 6.3 nm. The golden rule is unsafe for $q$ below its inverse. With no electron damping at all in that range, the drop is still 30\%. This mobility is typical of P-doped Si near $10^{20}$ cm$^{-3}$; empirical fits give about 20 cm$^2$/Vs at $10^{21}$ cm$^{-3}$. The path is then 1.8 nm, only about three times $1/k_F$, and the same cut leaves 25\%.
\item At 400 K, with the anharmonic rate proportional to $T$, it is 29\%.
\item Intervalley scattering is estimated from (\ref{rate}) with $W=\omega$, $Dq$ replaced by a coupling of 5 eV/nm, the remaining $1/q$ replaced by $1/k_F$, and two valley pairs counted. This gives about 6\% of the anharmonic rate of an LA phonon at $q_D/2$, a share that grows as the square of the coupling. That wavenumber is a favourable choice. Transfer between opposite valleys on one axis occurs near $0.3\times2\pi/a=3.5$ nm$^{-1}$, where the same estimate gives 13.5\% for LA and 37\% for TA waves. A golden-rule rate between displaced parabolic valleys, with a constant 5 eV/nm and no selection rules, raises the drop to 35\% if only LA waves couple and to 43\% if TA waves couple as well. Leaving intervalley scattering out, as done here, therefore tends to understate the drop, possibly by several points.
\end{itemize}

A further weakness is not sized. At $10^{21}$ cm$^{-3}$ the long semi-axis of the Fermi ellipsoid is 2.88 nm$^{-1}$, but the zone-face point X lies only 1.74 nm$^{-1}$ from the valley centre. Separate parabolic valleys are then a strained picture. Since the semi-axis grows as $n^{1/3}$, it reaches X near $(1.74/2.88)^3\times10^{21}\approx2\times10^{20}$ cm$^{-3}$. The 20\% drop at $10^{20}$ cm$^{-3}$ is largely free of this objection, since only a thermal tail of electrons reaches X.

\section{Dopants, electronic heat and small devices}

One dopant per electron occupies 2\% of the sites. Its disorder is estimated by adding the rate $V_0\Gamma\omega^4/4\pi v^3$, where $V_0$ is the atomic volume, $v^{-3}$ is averaged over branches, and $\Gamma$ is the site fraction times the squared relative mass difference. For phosphorus, local strain adds 40 times the squared size misfit, taken as 6\%; both numbers are rough.

\begin{center}
\begin{tabular}{lcc}
Disorder & \multicolumn{2}{c}{$\kappa$ in W/(m K)}\\
 & no electrons & electrons\\
None & 140 & 95\\
P, mass & 136 & 91\\
P, mass and strain & 104 & 65\\
As, mass & 41 & 21
\end{tabular}
\end{center}

With phosphorus, strain matters far more than mass. The arsenic row is an order of magnitude at best, since its mass differs too much for a weak-perturbation formula. Electrons remove 32\% without disorder, 38\% with the full phosphorus disorder and 50\% with arsenic. The $\omega^4$ rate suppresses short waves first and leaves a larger share of the heat to the long waves that electrons damp.

Electrons also carry heat. With conductivity $\sigma=ne\mu_e=1.1\times10^6$ S/m, where $\mu_e$ is the mobility above, the Wiedemann--Franz law gives $\frac{\pi^2}{3}(k_B/e)^2\sigma T=8$ W/(m K). This would return about a fifth of the 45 W/(m K) lost to electron scattering. With the mobility of about 20 cm$^2$/Vs more typical of this density, the electronic part is 2.4 W/(m K), about a twentieth.

Set beside real material, the masses, sound speeds and undoped conductivity are ordinary for Si, while $10^{21}$ cm$^{-3}$ is high even for heavily doped contact regions. Such regions also break the bulk assumption. At 9 km/s, or 9 nm/ps, the LA phonon with a 125 ps lifetime travels about 1.1 $\mu$m. In a 50 nm region with diffuse walls it is scattered after roughly $50/9\approx6$ ps. For spherical valleys the directionally averaged electron rate gives a lifetime of 181 ps at 1 nm$^{-1}$ and still about 64 ps near 3 nm$^{-1}$, where it is shortest; for ellipsoidal valleys the values are 160 ps and about 66 ps near 3.6 nm$^{-1}$. Walls then dominate, and the 32\% drop should not be carried over to such a region.

\section{What to do about it}

For n-type Si regions much larger than a micrometre, with densities from about $10^{20}$ cm$^{-3}$, do not use the undoped conductivity in a thermal model. Include electrons and dopants together, and add their rates mode by mode. Multiplying separate reduction factors for electrons and phosphorus gives $140\times0.676\times0.744\approx70$ W/(m K), whereas adding rates gives 65. Then add the electronic part. Keep a boundary rate even at several micrometres, because walls also scatter the long waves that electrons damp. Adding a rate $v/L$, with $v$ the group velocity, to the model without dopant disorder leaves an electron-induced drop of 24\% at $L=10$ $\mu$m, 13\% at 1 $\mu$m and about 2\% at 50 nm. For regions of tens of nanometres, put in the boundary rate first and see what is left for electrons to change.

In a first-principles calculation, three points deserve care.
\begin{itemize}
\item Screen the valley average, not the valley differences. At 1 nm$^{-1}$ the screening factor is $1+2.59^2=7.7$. Applied to the whole coupling, it would weaken the damping by $7.7^2\approx59$ and nearly erase the effect at long wavelength.
\item Obtain the anharmonic rates mode by mode. The spread from 21\% to 52\% shows that a correct undoped conductivity does not suffice.
\item Refine the phonon mesh near $q=0$. There the integrand of the wavevector sum grows as $1/q$ in general directions, and as $1/q^2$ where a wave is uncoupled: along [111] for LA waves, and on the cube planes for TA waves polarized normal to the plane. A uniform mesh with 44 cells from the zone centre to $q_D$ overestimates the LA conductivity by 4.2\%, and one with 88 cells by 2.4\%. The mesh graded towards $q=0$, with 64 cells, is the one that agrees to 0.14\%.
\end{itemize}

To assign a measured fall to electrons, compare calculations with the electron rate on and off at fixed dopant disorder. In the phosphorus example that step is from 104 to 65 W/(m K); the step from 140 to 104 belongs to the dopants. The numerical output lists the remaining intermediate values.

\section*{Computed values}
\begin{verbatim}
input electron density: 1e+21 cm^-3
input temperature: 300 K
input lattice constant: 0.543 nm
input valley masses long, trans: 0.92, 0.19 m_e
density-of-states mass per valley: 0.321 m_e
input shear deformation potential: 9 eV
input sound speeds LA, TA: 9.0, 5.4 km/s
input undoped conductivity (rough): 140 W/(m K)
input relative permittivity: 11.7 (no unit)
Fermi wavenumber: 1.7 nm^-1
cutoff 2 kF: 3.41 nm^-1
Debye wavenumber: 11.4 nm^-1
Fermi energy: 0.344 eV
thermal energy: 0.0259 eV
screening wavenumber: 2.59 nm^-1
summed squared coupling LA: 43.2 eV^2
summed squared coupling each TA: 32.4 eV^2
LA at 1 nm^-1, anharmonic / electron lifetime: 401 / 181 ps
TA at 1 nm^-1, anharmonic / electron lifetime: 1.12e+03 / 241 ps
undoped heat carried below 2 kF: 51.9 %
Debye crossing wavenumber LA, TA: 1.2, 2.5 nm^-1
closed Debye estimate of drop: 17.3 %
kappa at 1e+19 cm^-3: 125.6 W/(m K)
kappa at 1e+20 cm^-3: 112.4 W/(m K)
kappa at 1e+21 cm^-3: 94.6 W/(m K)
MAIN drop by electrons at 1e21: 32.4 %
undoped kappa LA, both TA: 45.4, 94.6 W/(m K)
kappa lost LA, both TA: 15.0, 30.4 W/(m K)
kappa shift on doubling meshes: 0.0016 W/(m K)
drop, anharmonic power 1.5 / 2.5: 21.2 / 52.2 %
drop with spherical valleys: 31.6 %
drop, nonparabolic 0.5 eV^-1: 37.3 %
drop, average shift 4.0 eV kept: 34.9 %
electron path at 70 cm2/Vs: 6.30 nm
drop without q below 1/path: 30 %
drop at 400 K: 29.4 %
intervalley / anharmonic rate, 5.0 eV/nm: 0.057
long semi-axis of Fermi ellipsoid: 2.88 nm^-1
valley centre to X: 1.74 nm^-1
dopant site fraction: 2 %
kappa, P mass only, without / with electrons: 135.6 / 90.8 W/(m K)
kappa, P mass and strain, without / with electrons: 104.2 / 64.9 W/(m K)
kappa, As mass only, without / with electrons: 41.4 / 20.8 W/(m K)
electronic heat conductivity: 8.22 W/(m K)
test errors sphere, ellipsoid, phonon mesh: 0.0021, 0.0011, 0.14 %
uniform phonon mesh error, 44 / 88 cells: 4.2 / 2.4 %
\end{verbatim}
